# Collective Decay of Two Atoms and the Dicke Superradiant Burst: test program

```python
# RESULT UNDER TEST
# Two parallel dipoles at distance R: the states (|eg> +- |ge>)/sqrt(2) decay at
#   Gamma * (1 +- F(x)),  x = omega0 R / c,
#   F = 3/2 [p sin x/x + q (cos x/x^2 - sin x/x^3)],
#   p = 1 - cos^2(theta), q = 1 - 3 cos^2(theta), theta = angle(dipole, R).
# N atoms with equal pair rates and equal exchange: after n photons the rate is
#   Gamma (N-n)(n+1); for large N the mean burst is N^2 Gamma G(u),
#   G = u[(1+u) exp(u) E1(u) - 1],  u = N exp(-N Gamma t).
# Rydberg units: hbar = 1, e^2 = 2, c = 2/alpha, energy in Ry, length in a0.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import expm, eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1

alpha = const.fine_structure
c_light = 2 / alpha
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
rate_si = 2 * np.pi * const.physical_constants[
    "Rydberg constant times c in Hz"][0]      # 1 Ry/hbar in 1/s

omega0 = 0.1        # transition energy, Ry
z_dip = 3.0         # transition matrix element of z, a0
k0 = omega0 / c_light
wavelength = 2 * np.pi / k0
gamma = alpha**3 * omega0**3 * z_dip**2 / 3


def shape(x, cos2):
    """Normalized field correlation F."""
    return 1.5 * ((1 - cos2) * np.sin(x) / x
                  + (1 - 3 * cos2) * (np.cos(x) / x**2 - np.sin(x) / x**3))


def exchange(x, cos2):
    """Exchange coupling divided by Gamma."""
    return -0.75 * ((1 - cos2) * np.cos(x) / x
                    - (1 - 3 * cos2) * (np.sin(x) / x**2 + np.cos(x) / x**3))


# --- Gamma and F from an explicit sum over the modes of a periodic box ---
n_shell, rel_width = 40, 0.03
n_max = 46
axis = np.arange(-n_max, n_max + 1)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
n_abs = np.sqrt(nx**2 + ny**2 + nz**2)
keep = np.abs(n_abs / n_shell - 1) < 5 * rel_width
nx, ny, nz, n_abs = nx[keep], ny[keep], nz[keep], n_abs[keep]
box_volume = (2 * np.pi * n_shell / k0)**3
mode_omega = omega0 * n_abs / n_shell
broad = rel_width * omega0
delta = np.exp(-0.5 * ((mode_omega - omega0) / broad)**2)
delta /= broad * np.sqrt(2 * np.pi)
mode_weight = (2 * np.pi * (2 * np.pi * mode_omega / box_volume)
               * 2 * z_dip**2 * (1 - (nz / n_abs)**2) * delta)
box_gamma = mode_weight.sum()
# finite broadening shifts the sum by about 3*rel_width^2 = 0.3 percent
assert abs(box_gamma / gamma - 1) < 0.005
for x, theta in [(2.0, np.pi / 2), (2.0, np.pi / 3), (3.0, 0.0)]:
    phase = x / n_shell * (nx * np.sin(theta) + nz * np.cos(theta))
    box_pair = (mode_weight * np.cos(phase)).sum()
    assert abs(box_pair / gamma - shape(x, np.cos(theta)**2)) < 0.006

# --- F from angular quadrature, and its small-distance expansion ---
mu, w_mu = np.polynomial.legendre.leggauss(60)
phi = 2 * np.pi * np.arange(80) / 80
mu_g, phi_g = np.meshgrid(mu, phi, indexing="ij")
for x in (0.3, 2.0, 7.0):
    for theta in (0.0, 0.7, np.pi / 2):
        k_dot_r = x * (np.sqrt(1 - mu_g**2) * np.cos(phi_g) * np.sin(theta)
                       + mu_g * np.cos(theta))
        integral = (w_mu[:, None] * (1 - mu_g**2)
                    * np.cos(k_dot_r)).sum() * 2 * np.pi / 80
        assert abs(integral / (8 * np.pi / 3)
                   - shape(x, np.cos(theta)**2)) < 1e-10
xs, cs = sp.symbols("x c")
sin_series = sum((-1)**j * xs**(2*j + 1) / sp.factorial(2*j + 1)
                 for j in range(5))
cos_series = sum((-1)**j * xs**(2*j) / sp.factorial(2*j) for j in range(5))
f_series = sp.expand(sp.Rational(3, 2) * (
    (1 - cs) * sin_series / xs
    + (1 - 3*cs) * (cos_series / xs**2 - sin_series / xs**3)))
assert sp.simplify(f_series.coeff(xs, 0) - 1) == 0
assert sp.simplify(f_series.coeff(xs, 2) + (2 - cs) / 10) == 0

# --- exponential decay of both states into a discretized continuum ---
toy_gamma, n_modes, x_toy = 1e-3, 1500, 1.0
edges = np.linspace(0.9, 1.1, n_modes + 1)
freq = 0.5 * (edges[1:] + edges[:-1])
survival = {}
for sign in (1, -1):
    density = toy_gamma * freq**3 * (1 + sign * shape(x_toy * freq, 0.0))
    coupling = np.sqrt(density * (edges[1] - edges[0]) / (2 * np.pi))
    ham = np.diag(np.concatenate(([0.0], freq - 1)))
    ham[0, 1:] = ham[1:, 0] = coupling
    energy, vectors = eigh(ham)
    t_one = 1 / (toy_gamma * (1 + sign * shape(x_toy, 0.0)))
    amplitude = (vectors[0]**2 * np.exp(-1j * energy * t_one)).sum()
    survival[sign] = abs(amplitude)**2
    # finite band and finite Gamma/omega0 leave errors of a few 1e-3
    assert abs(survival[sign] - np.exp(-1)) < 0.01

# --- exchange coupling from its principal-value integral ---
node, weight = np.polynomial.legendre.leggauss(60)


def exchange_integral(x, cos2, eta):
    """Principal value with a Gaussian convergence factor."""
    def integrand(y):
        return (y**4 * shape(y, cos2) * np.exp(-(eta * y)**2)
                / (y**2 - x**2))
    u = 0.5 * x * (node + 1)
    total = 0.5 * x * (weight * (integrand(x + u) + integrand(x - u))).sum()
    cuts = np.linspace(2 * x, 7 / eta, int(7 / eta / 5) + 2)
    half = 0.5 * (cuts[1] - cuts[0])
    y = (0.5 * (cuts[1:] + cuts[:-1]))[:, None] + half * node[None, :]
    total += half * (weight * integrand(y)).sum()
    return -total / (np.pi * x**3)


for x in (0.7, 1.5, 4.0):
    for cos2 in (0.0, 0.4, 1.0):
        coarse = exchange_integral(x, cos2, 0.02)
        fine = exchange_integral(x, cos2, 0.01)
        assert abs((4 * fine - coarse) / 3 - exchange(x, cos2)) < 1e-5


# --- full density-matrix evolution; time in units of 1/Gamma ---
def master(rates, couplings):
    n_at = len(rates)
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sig = [np.kron(np.kron(np.eye(2**i), lower), np.eye(2**(n_at - i - 1)))
           for i in range(n_at)]
    one = np.eye(2**n_at)
    ham = np.zeros_like(one)
    emit = np.zeros_like(one)
    liou = np.zeros((4**n_at, 4**n_at), complex)
    for i in range(n_at):
        for j in range(n_at):
            hop = sig[i].T @ sig[j]
            emit += rates[i, j] * hop
            if i != j:
                ham += couplings[i, j] * hop
            liou += rates[i, j] * np.kron(sig[j], sig[i])
    liou -= 0.5 * (np.kron(emit, one) + np.kron(one, emit.T))
    liou -= 1j * (np.kron(ham, one) - np.kron(one, ham.T))
    start = np.zeros((2**n_at, 2**n_at), complex)
    start[-1, -1] = 1
    return liou, emit, start.reshape(-1)


def emission(rates, couplings, dt, steps):
    liou, emit, rho = master(rates, couplings)
    step_map = expm(liou * dt)
    readout = emit.T.reshape(-1)
    out = []
    for _ in range(steps):
        out.append((readout @ rho).real)
        rho = step_map @ rho
    return np.array(out)


f_two = shape(1.0, 0.0)
v_two = exchange(1.0, 0.0)
pair_rates = np.array([[1, f_two], [f_two, 1]])
liou, emit, rho0 = master(pair_rates, np.array([[0, v_two], [v_two, 0]]))
for t in (0.3, 1.0, 3.0):
    rho = (expm(liou * t) @ rho0).reshape(4, 4)
    assert abs(rho[3, 3].real - np.exp(-2 * t)) < 1e-9
    for sign in (1, -1):
        state = np.array([0, 1, sign, 0]) / np.sqrt(2)
        own, other = 1 + sign * f_two, 1 - sign * f_two
        expected = own / other * (np.exp(-own * t) - np.exp(-2 * t))
        assert abs((state @ rho @ state).real - expected) < 1e-9
for f_val in (0.0, 0.5, f_two, 1.0):
    trace_i = emission(np.array([[1, f_val], [f_val, 1]]),
                       np.zeros((2, 2)), 0.02, 300)
    assert np.all(np.diff(trace_i) < 0)


# --- Dicke ladder; tau = N Gamma t, intensity in photons per 1/Gamma ---
def ladder(n_atoms, step=0.02):
    n = np.arange(n_atoms + 1)
    rate = (n_atoms - n) * (n + 1.0)
    gen = (np.diag(-rate) + np.diag(rate[:-1], -1)) / n_atoms
    step_map = expm(gen * step)
    tau = np.arange(0, np.log(n_atoms) + 12, step)
    prob = np.zeros(n_atoms + 1)
    prob[0] = 1
    out = []
    for _ in tau:
        out.append(rate @ prob)
        prob = step_map @ prob
    return tau, np.array(out)


# four atoms: equal exchange is harmless, unequal exchange is not
spacing = 0.05      # in wavelengths
place = np.arange(4)
dist = np.abs(place[:, None] - place[None, :]) + np.eye(4)
x_chain = 2 * np.pi * spacing * dist
off = 1 - np.eye(4)
v_chain = exchange(x_chain, 0.0) * off
f_chain = shape(x_chain, 0.0) * off + np.eye(4)
tau4, ideal4 = ladder(4)
equal4 = emission(np.ones((4, 4)), 5.0 * off, 0.02 / 4, len(tau4))
unequal4 = emission(np.ones((4, 4)), v_chain, 0.02 / 4, len(tau4))
assert np.max(np.abs(equal4 - ideal4)) < 1e-7
assert unequal4.max() < ideal4.max() - 0.01
for rates in (np.ones((4, 4)), f_chain):
    liou, emit, rho0 = master(rates, v_chain)
    slope = (emit.T.reshape(-1) @ (liou @ rho0)).real
    assert abs(slope - ((rates * off)**2).sum() + 4) < 1e-9

# solution without fluctuations against direct integration
n_ex = 100
t_grid = np.linspace(0, 0.12, 50)
sol = solve_ivp(lambda t, n: (n_ex - n) * (n + 1), (0, 0.12), [0.0],
                t_eval=t_grid, rtol=1e-10, atol=1e-10)
direct = (n_ex - sol.y[0]) * (sol.y[0] + 1)
t_zero = np.log(n_ex) / (n_ex + 1)
smooth = (n_ex + 1)**2 / 4 / np.cosh((n_ex + 1) * (t_grid - t_zero) / 2)**2
assert np.max(np.abs(direct - smooth)) < 1e-4 * smooth.max()


# large-N law
def burst(u):
    return u * ((1 + u) * np.exp(u) * exp1(u) - 1)


for u in (0.2, 0.7, 3.0):
    average = quad(lambda s: np.exp(-s) * s * u / (u + s)**2, 0, np.inf)[0]
    assert abs(average - burst(u)) < 1e-8
best = minimize_scalar(lambda u: -burst(u), bounds=(0.1, 3),
                       method="bounded", options={"xatol": 1e-10})
u_peak, height_lim = best.x, -best.fun
u_low = brentq(lambda u: burst(u) - height_lim / 2, 1e-6, u_peak)
u_high = brentq(lambda u: burst(u) - height_lim / 2, u_peak, 50)
width_lim, shift_lim = np.log(u_high / u_low), -np.log(u_peak)

table = {}
for n_atoms in (25, 100, 400, 800):
    tau, inten = ladder(n_atoms)
    assert abs(trapezoid(inten, tau) / n_atoms**2 - 1) < 1e-3
    top = int(np.argmax(inten))
    half = inten[top] / 2
    left = np.interp(half, inten[:top + 1], tau[:top + 1])
    right = np.interp(-half, -inten[top:], tau[top:])
    table[n_atoms] = (inten[top] / n_atoms**2, right - left, tau[top])
errors = [abs(table[n][0] / height_lim - 1) for n in (25, 100, 400, 800)]
assert errors[0] > errors[1] > errors[2] > errors[3]
# remaining differences are finite-N corrections of order ln(N)/N
assert errors[3] < 0.02
assert abs(table[800][1] / width_lim - 1) < 0.02
assert abs(table[800][2] - np.log(800) - shift_lim) < 0.05

# spread of the time at which half the photons are out (sum of waiting times)
n_half = np.arange(400)
spread = 800 * np.sqrt((1 / ((800 - n_half) * (n_half + 1.0))**2).sum())
assert abs(spread / (np.pi / np.sqrt(6)) - 1) < 0.02

# --- printed results ---
gamma_si = gamma * rate_si
print(f"transition energy omega0 = {omega0} Ry")
print(f"matrix element z = {z_dip} a0")
print(f"speed of light c = {c_light:.3f} Rydberg units")
print(f"wavelength = {wavelength:.1f} a0 = {wavelength * bohr_nm:.1f} nm")
print(f"Gamma = {gamma:.4e} Ry/hbar = {gamma_si:.4e} 1/s")
print(f"single-atom lifetime = {1e9 / gamma_si:.2f} ns")
print(f"box mode sum: Gamma_box/Gamma = {box_gamma / gamma:.4f}")
print(f"Gamma R/c at R = wavelength: {gamma * wavelength / c_light:.2e}")
print("dipoles perpendicular to R (rates and exchange V in Gamma):")
for ratio in (0.05, 0.1, 0.25, 0.5, 1.0):
    x = 2 * np.pi * ratio
    f_val = shape(x, 0.0)
    print(f"  R/lambda={ratio:.2f} F={f_val:+.4f} G+={1 + f_val:.4f} "
          f"G-={1 - f_val:.4f} V={exchange(x, 0.0):+.4f}")
print("dipoles parallel to R:")
for ratio in (0.05, 0.1, 0.25, 0.5, 1.0):
    x = 2 * np.pi * ratio
    f_val = shape(x, 1.0)
    print(f"  R/lambda={ratio:.2f} F={f_val:+.4f} G+={1 + f_val:.4f} "
          f"G-={1 - f_val:.4f} V={exchange(x, 1.0):+.4f}")
slow = 1 - shape(2 * np.pi * 0.05, 0.0)
print(f"slow-state lifetime, perpendicular, R=lambda/20: "
      f"{1e6 / (slow * gamma_si):.3f} us")
print(f"continuum test, survival at 1/G+ and 1/G-: "
      f"{survival[1]:.4f}, {survival[-1]:.4f}; exp(-1) = {np.exp(-1):.4f}")
print("four atoms, all pair rates equal to Gamma:")
print(f"  initial intensity = {ideal4[0]:.3f} Gamma")
print(f"  peak, equal exchange = {equal4.max():.3f} Gamma")
print(f"  peak, chain exchange at lambda/20 = {unequal4.max():.3f} Gamma")
print(f"  chain V, neighbours 1,2,3 apart = {v_chain[0, 1]:.3f}, "
      f"{v_chain[0, 2]:.3f}, {v_chain[0, 3]:.3f} Gamma")
print("ladder: peak/(N^2 Gamma), N Gamma*FWHM, N Gamma*t_peak:")
for n_atoms, (height, width, delay) in table.items():
    print(f"  N={n_atoms}: {height:.4f}, {width:.3f}, {delay:.2f}")
print(f"large-N limit: height {height_lim:.4f}, width {width_lim:.3f}, "
      f"delay ln N + {shift_lim:.3f}")
print(f"u at the peak = {u_peak:.4f}")
print(f"delay spread N Gamma*sd: N=800 {spread:.4f}, "
      f"limit {np.pi / np.sqrt(6):.4f}")
height, width, delay = table[n_ex]
print(f"N=100 burst: peak = {height * n_ex**2:.1f} Gamma "
      f"= {height * n_ex**2 * gamma_si:.3e} photons/s")
print(f"N=100 FWHM = {width / n_ex / gamma_si * 1e9:.3f} ns")
print(f"N=100 delay = {delay / n_ex / gamma_si * 1e9:.3f} ns")
print(f"N=100 without fluctuations: peak = {(n_ex + 1)**2 / 4:.1f} Gamma")
smooth_width = 4 * np.arccosh(np.sqrt(2)) / (n_ex + 1)
print(f"  FWHM = {smooth_width / gamma_si * 1e9:.3f} ns, "
      f"delay = {t_zero / gamma_si * 1e9:.3f} ns")
print(f"100 independent atoms: peak = {n_ex * gamma_si:.3e} photons/s")
print("every check passed")
```

Printed output:

```
transition energy omega0 = 0.1 Ry
matrix element z = 3.0 a0
speed of light c = 274.072 Rydberg units
wavelength = 17220.5 a0 = 911.3 nm
Gamma = 1.1658e-09 Ry/hbar = 2.4098e+07 1/s
single-atom lifetime = 41.50 ns
box mode sum: Gamma_box/Gamma = 1.0027
Gamma R/c at R = wavelength: 7.32e-08
dipoles perpendicular to R (rates and exchange V in Gamma):
  R/lambda=0.05 F=+0.9804 G+=1.9804 G-=0.0196 V=+23.0825
  R/lambda=0.10 F=+0.9227 G+=1.9227 G-=0.0773 V=+2.5971
  R/lambda=0.25 F=+0.5679 G+=1.5679 G-=0.4321 V=+0.3040
  R/lambda=0.50 F=-0.1520 G+=0.8480 G-=1.1520 V=+0.2145
  R/lambda=1.00 F=+0.0380 G+=1.0380 G-=0.9620 V=-0.1163
dipoles parallel to R:
  R/lambda=0.05 F=+0.9902 G+=1.9902 G-=0.0098 V=-50.7060
  R/lambda=0.10 F=+0.9611 G+=1.9611 G-=0.0389 V=-7.1256
  R/lambda=0.25 F=+0.7740 G+=1.7740 G-=0.2260 V=-0.6079
  R/lambda=0.50 F=+0.3040 G+=1.3040 G-=0.6960 V=+0.0484
  R/lambda=1.00 F=-0.0760 G+=0.9240 G-=1.0760 V=-0.0060
slow-state lifetime, perpendicular, R=lambda/20: 2.113 us
continuum test, survival at 1/G+ and 1/G-: 0.3700, 0.3681; exp(-1) = 0.3679
four atoms, all pair rates equal to Gamma:
  initial intensity = 4.000 Gamma
  peak, equal exchange = 4.857 Gamma
  peak, chain exchange at lambda/20 = 4.596 Gamma
  chain V, neighbours 1,2,3 apart = 23.083, 2.597, 0.742 Gamma
ladder: peak/(N^2 Gamma), N Gamma*FWHM, N Gamma*t_peak:
  N=25: 0.2055, 4.578, 3.30
  N=100: 0.1973, 4.621, 4.86
  N=400: 0.1959, 4.613, 6.30
  N=800: 0.1958, 4.610, 7.00
large-N limit: height 0.1957, width 4.603, delay ln N + 0.330
u at the peak = 0.7191
delay spread N Gamma*sd: N=800 1.2875, limit 1.2825
N=100 burst: peak = 1972.6 Gamma = 4.753e+10 photons/s
N=100 FWHM = 1.918 ns
N=100 delay = 2.017 ns
N=100 without fluctuations: peak = 2550.2 Gamma
  FWHM = 1.449 ns, delay = 1.892 ns
100 independent atoms: peak = 2.410e+09 photons/s
every check passed
```
